\section*{Certified Multigrid Relaxation of a Strained Ball-and-Spring Film for Hop Rates}

\section{The form of the strain term}

Let a coherent film have misfit $\varepsilon$ on a substrate of lattice spacing $a$, and let all atoms be joined by harmonic springs, of stiffness $k_N$ between nearest neighbours and $k_D$ along diagonals. If the bond elongations are linearized in the displacements, $\varepsilon a$ is the single length that drives them. Measuring displacements in units of $\varepsilon a$ takes a factor $k_N a^2\varepsilon^2$ out of the energy. The elastic energy that one atom adds to the relaxed crystal must therefore have the form
\begin{equation}
\Delta W=k_Na^2\varepsilon^2\,g\!\left(k_D/k_N,\ \text{shape}\right),
\label{form}
\end{equation}
with $g$ a pure number. It is even in $\varepsilon$: in the linearized model, compressed and stretched films have the same $\Delta W$.

A hop rate contains $\exp(\Delta W/k_BT)$, so an energy error matters through its ratio to $k_BT$, not to the total elastic energy. Dimensions also show what a force test lacks. A residual force $f$ becomes an energy error $f^2/\text{stiffness}$, and the test means little until that stiffness is known. A safe bound must use the stiffness of the softest mode of the whole crystal, which will turn out to be far below $k_N$.

The example uses round parameters: $a=3$ \AA, $k_N=2$ and $k_D=1$ eV/\AA$^2$, $\varepsilon=0.04$, $T=700$ K. Then $k_Na^2\varepsilon^2=18\times0.0016=0.0288$ eV, against $k_BT=0.0603$ eV.

\section{The energy to be minimized}

The crystal is a square lattice in the plane, periodic along $x$ with 64 columns. The layer $y=0$ is fixed; above it lie 31 free substrate layers, one wetting layer of film, and an island with layers of 24, 20, 16 and 12 atoms. This makes $64\times32+72=2120$ free atoms. Displacements $u$ are measured from the substrate lattice. A bond with unit vector $\mathbf n$, reference length $d$ and stiffness $k$ contributes to
\begin{equation}
W(u)=\tfrac12\sum_{\rm bonds}k\left(\mathbf n\cdot\Delta\mathbf u-s\right)^2
=\tfrac12u^{T}Au-b^{T}u+c .
\label{energy}
\end{equation}
Here $\Delta\mathbf u$ is the difference of the end displacements and $s$ is the excess of natural over reference length: $\varepsilon d$ within the film, $\varepsilon d/2$ between film and substrate, zero within the substrate. Positive $\varepsilon$ thus means a compressed film. The forces on the free atoms are $r=-\nabla W=b-Au$, and the minimum $u_*$ satisfies $Au_*=b$.

The matrix $A$ must be positive definite. An atom held by bonds along a single direction would violate this, because it could move sideways at no cost in the linearized model. In the island each atom rests on one vertical and two diagonal bonds.

A flat film of $H$ layers can be solved by hand. The minimum is unique, so it shares the symmetries of the film: translation makes $u$ depend on $y$ alone, and reflection removes $u_x$. Horizontal bonds keep their reference length and cost $\frac12k_N(\varepsilon a)^2$ each. Let $w$ be the change of spacing between two film layers. Per column there are one vertical and two diagonal bonds, with energy
\begin{align}
E(w)&=\tfrac12k_N(w-\varepsilon a)^2
+2\cdot\tfrac12k_D\left(\tfrac{w}{\sqrt2}-\sqrt2\,\varepsilon a\right)^2\nonumber\\
&=\tfrac12k_N(w-\varepsilon a)^2+\tfrac12k_D(w-2\varepsilon a)^2 .
\end{align}
Setting $E'(w)=0$ gives $w=\varepsilon a(k_N+2k_D)/(k_N+k_D)$. The two brackets are then $\varepsilon a\,k_D/(k_N+k_D)$ and $-\varepsilon a\,k_N/(k_N+k_D)$, so that
\begin{equation}
E_{\min}=\tfrac12(\varepsilon a)^2\,\frac{k_Nk_D^2+k_Dk_N^2}{(k_N+k_D)^2}
=\tfrac12K(\varepsilon a)^2,\qquad K=\frac{k_Nk_D}{k_N+k_D}.
\end{equation}
There are $H-1$ such gaps, and the interface gap has half the misfit and hence a quarter of the energy. The energy per column is
\begin{equation}
\frac{W_*}{\rm column}=\tfrac12(\varepsilon a)^2\left[k_NH+K\left(H-\tfrac34\right)\right].
\end{equation}
For $H=3$ this is $0.0072\times(6+\tfrac23\times2.25)=0.0540$ eV, which the multigrid solver below reproduces.

\section{What goes wrong with the naive scheme}

The naive scheme sweeps through the atoms, moves each displacement component to its local minimum (Gauss--Seidel), and stops when the energy has become steady and the net force is zero. Both stopping tests can mislead.

Take the net force first. Forces between two free atoms cancel in the sum, so the total force on the free atoms equals the force exerted on them by the fixed layer. At $u=0$ the misfitted bonds all lie far above that layer, and its bonds are unstrained. The total force therefore vanishes before any relaxation has been done; numerically it is $10^{-14}$ eV/\AA. Yet single atoms feel up to 0.54 eV/\AA, and the energy lies 4.02 eV above its minimum. Zero net force is necessary for equilibrium but not sufficient. Equilibrium requires zero force on every atom.

Now take the steady energy. Started from $u=0$ and stopped when a sweep lowers $W$ by less than $10^{-5}$ eV, Gauss--Seidel ends after 606 sweeps. The true excess energy is then $1.67\times10^{-3}$ eV, 167 times the last change. It will prove to be 61\% of the $\Delta W$ of an island-edge atom.

In this state the largest atomic force is only $2.7\times10^{-4}$ eV/\AA, while the total force is 0.11 eV/\AA. The relative sizes of the two forces are now reversed. Spread over 2120 atoms, the total is a mean force of $5\times10^{-5}$ eV/\AA\ per atom, small on one atom, but it does not average out. A smooth error can thus hide from a test of single atoms and still show in the sum, as far as its forces do not cancel. Here they cancel in part: more than a third of the vertical force components point against the total. An atomic limit of $10^{-3}$ eV/\AA\ would accept this state and one of $10^{-4}$ eV/\AA\ would reject it, but neither limit says what energy error is left. A force tolerance can be chosen only with a measure that weighs forces by the softness of the crystal.

\section{From residual forces to an energy error}

Write $u=u_*+e$. Since $Au_*=b$, the terms linear in $e$ cancel:
\begin{align}
W(u)-W_*&=\tfrac12e^{T}Ae+e^{T}(Au_*-b)=\tfrac12e^{T}Ae,\\
r&=b-A(u_*+e)=-Ae .
\end{align}
Inserting $e=-A^{-1}r$, and using that the largest eigenvalue of $A^{-1}$ is $1/\lambda_{\min}$, one finds
\begin{equation}
0\le W(u)-W_*=\tfrac12r^{T}A^{-1}r\le\frac{|r|^2}{2\lambda_{\min}}\equiv\eta .
\label{bound}
\end{equation}

How soft is the softest mode? Consider a flat slab of $L$ free layers in which layer $y$ slides rigidly by $v_y$ along $x$. Each atom has two diagonal bonds to the layer below, each contributing $k_Dn_x^2=k_D/2$, so neighbouring layers are coupled by $k_D$ per atom; the vertical forces of the two diagonals cancel. The equation $k_D(2v_y-v_{y-1}-v_{y+1})=\lambda v_y$ with $v_0=0$ is solved by $v_y=\sin y\theta$, with $\lambda=2k_D(1-\cos\theta)$. The free top requires $v_{L+1}=v_L$, whose lowest solution is $(2L+1)\theta=\pi$. Hence
\begin{equation}
\lambda_{\rm slab}=4k_D\sin^2\frac{\pi}{2(2L+1)} .
\label{slab}
\end{equation}
That this sliding mode is the lowest of all modes was tested by diagonalization for a slab 32 columns wide with $L=18$; a cell of other proportions would need its own check. For large $L$, $\lambda_{\rm slab}\approx\pi^2k_D/(4L^2)$: the largest energy error that a given $|r|$ can hide grows as $L^2$.

For $L=32$ equation (\ref{slab}) gives 0.00234 eV/\AA$^2$, whereas the island film has 0.00218. The difference can be traced. Let the 72 island atoms ride rigidly on the top layer, whose amplitude is close to 1. No bond energy is added, but $|v|^2$ grows from $64\sum_y\sin^2y\theta=64(2L+1)/4=1040$ to about 1112. The Rayleigh quotient of this trial mode is $0.002336\times1040/1112=0.00218$ eV/\AA$^2$, an upper estimate that agrees with the computed value to the digits shown. The slab formula is thus slightly too large to be safe here, and $\eta$ must use the eigenvalue of the actual crystal.

The bound rejects the stopped Gauss--Seidel state. By the Cauchy--Schwarz inequality the total force $F$ obeys $|F|^2\le N|r|^2$ for $N$ atoms, so
\begin{equation}
\eta\ge\frac{|F|^2}{2N\lambda_{\min}}=\frac{0.110^2}{2\times2120\times0.002176}
\approx1.3\times10^{-3}\ \text{eV}.
\end{equation}

\section{Removing the smooth error}

A Gauss--Seidel sweep passes information mainly between neighbours. It removes jagged errors quickly and smooth ones slowly. The remedy is to represent the smooth error on coarser grids.

Let $P$ interpolate bilinearly from a grid of twice the spacing to the occupied sites, with coarse nodes at $y=0$ held fixed. The best correction $Pv$ minimizes
\begin{equation}
W(u+Pv)=W(u)+Q(v),\qquad
Q(v)=\tfrac12v^{T}(P^{T}AP)v-v^{T}P^{T}r ,
\end{equation}
so it satisfies $P^{T}AP\,v=P^{T}r$. This problem has the same form as the original one and is treated in the same way on still coarser grids. One V-cycle consists of two forward sweeps, the coarse correction, and two backward sweeps.

The cycle cannot raise the energy. Each Gauss--Seidel step is a minimization over one component. The coarse problem starts from $v=0$, where $Q=0$; if the coarse cycle does not raise $Q$, then $W(u+Pv)\le W(u)$. On the coarsest grid $Q$ is minimized directly, and the statement follows level by level.

The ragged surface needs one precaution. Some coarse nodes lie in the vacuum, and the columns of $P$ can then be linearly dependent, which makes $P^{T}AP$ singular. A lone adatom at odd $x$ and odd $y$, for example, is the only atom that reaches the two coarse nodes diagonally above it, so their columns are proportional. For the full island used here the columns are independent on every grid, but a solver for changing surfaces should not rely on this. Even in the singular case the equation remains solvable. To see this on any grid, let $P$ be the product of all interpolations from that grid to the crystal, $A$ the positive definite matrix of the crystal, and $r$ the forces on its atoms after the corrections made so far. The coarse equation is then again $P^{T}AP\,v=P^{T}r$. If $P^{T}APv=0$, then $(Pv)^{T}A(Pv)=0$, hence $Pv=0$ and $v^{T}P^{T}r=0$, so the load has no component along the null vector. A pseudoinverse therefore serves on the coarsest grid. The sweeps on intermediate grids remain defined, because the weights in $P$ are non-negative and no column is empty, which keeps the diagonal elements positive.

Let $\rho$ be the largest factor by which a cycle can multiply the energy norm $\|e\|_A=(e^{T}Ae)^{1/2}$. Repeated cycles on a random error give $\rho\approx0.16$, 0.17 and 0.18 for widths of 32, 64 and 128, with depth and island scaled along. For a forward plus a backward Gauss--Seidel sweep, the lowest mode shows that $1-\rho_{\rm sym}$ is at most $5.6\times10^{-3}$, $1.45\times10^{-3}$ and $3.7\times10^{-4}$. These limits fall by factors of 3.8 and 3.9 per doubling, close to the factor 4 of $\lambda_{\min}\propto L^{-2}$.

\section{When a steady energy is evidence}

Let $W_m$ be the energy after $m$ cycles. Since $W_m-W_*=\frac12\|e_m\|_A^2$, a contraction $\rho$ gives $W_{m+1}-W_*\le\rho^2(W_m-W_*)$. Splitting $W_m-W_*$ into $(W_m-W_{m+1})+(W_{m+1}-W_*)$ and collecting terms yields
\begin{equation}
W_{m+1}-W_*\le\frac{\rho^2}{1-\rho^2}\,(W_m-W_{m+1}) .
\label{drop}
\end{equation}
For the V-cycle with $\rho=0.174$ the prefactor is 0.031, so the remaining error is a small part of the last change. From cycle 3 to cycle 4 the energy falls by $3.71\times10^{-6}$ eV. The bound is $1.2\times10^{-7}$ eV, and the true excess is $0.96\times10^{-7}$ eV.

For Gauss--Seidel the same inequality shows that a small change gives no protection. In the energy norm the backward sweep is the adjoint of the forward sweep, so the squared norm of one forward sweep is $\rho_{\rm sym}\ge1-1.45\times10^{-3}$. The prefactor is then at least $1/(1.45\times10^{-3})-1\approx690$. A last change of $10^{-5}$ eV leaves room for an error of about $7\times10^{-3}$ eV; the actual one was $1.7\times10^{-3}$ eV. It is smaller because the prefactor is set by the sliding mode, which the mirror-symmetric load hardly excites; the error that remains lies in somewhat stiffer, mainly vertical modes.

The value of $\rho$ from repeated cycles approaches the true one from below, so (\ref{drop}) with a measured $\rho$ is a good estimate rather than a strict bound. The decision is therefore based on (\ref{bound}).

\section{The rate and its gate}

The rate model takes the transition state to be the crystal with the hopping atom detached, plus a constant. This is an assumption; no saddle point is computed. With bond energy $\gamma$ for each of the $n$ nearest and diagonal neighbours,
\begin{equation}
B=n\gamma-\Delta W-E_0,\qquad \Delta W=W_{\rm with}-W_{\rm without},\qquad
\Gamma=\nu e^{-B/k_BT}.
\label{rate}
\end{equation}
Both energies are relaxed minima. Here $\Gamma$ is the rate for one chosen destination. If an atom can choose among several, the choice must be equally likely in both directions for detailed balance to hold. Let the hop lead from state $I$ to state $J$. The detached crystal is the same for both, so $W_{\rm without}$ cancels:
\begin{equation}
B_{I\to J}-B_{J\to I}=(n_I-n_J)\gamma-(W_I-W_J)=E_J-E_I,
\end{equation}
where $E=W-\gamma\times(\text{number of bonds})$. The ratio of the rates is then $e^{-(E_J-E_I)/k_BT}$, as detailed balance demands.

The computed energies exceed the true minima by $\delta_1\le\eta_{\rm with}$ and $\delta_2\le\eta_{\rm without}$. Since $\Gamma\propto e^{\Delta W/k_BT}$,
\begin{equation}
e^{-\eta_{\rm without}/k_BT}\le
\frac{\Gamma_{\rm computed}}{\Gamma_{\rm relaxed}}=e^{(\delta_1-\delta_2)/k_BT}
\le e^{\eta_{\rm with}/k_BT}.
\end{equation}
A relative tolerance $\tau$ is met if both bounds satisfy $\eta\le k_BT\ln(1+\tau)$. For $\tau=10^{-4}$ this is $6.03\times10^{-6}$ eV. Since $|r|^2\le Nf_{\max}^2$, a limit on the largest atomic force $f_{\max}$ alone would guarantee this at $(2\times0.002176\times6.03\times10^{-6}/2120)^{1/2}=3.5\times10^{-6}$ eV/\AA. The gate uses $\eta$ itself and also requires the largest atomic force and the total force to be below $10^{-4}$ eV/\AA. A rate is assigned after both crystals have passed.

For the full island, cycle 4 has $\eta=6.8\times10^{-6}$ eV and just fails, although its true excess is 70 times smaller. Cycle 5 passes with $\eta=1.8\times10^{-7}$ eV. The bound is pessimistic because it treats the whole residual as if it lay in the softest mode. Since the limit on the atomic force is first met at cycle 4, the price here is one extra cycle.

\section{Rates on the island}

Take $\gamma=0.35$ eV, $E_0=0.45$ eV and $\nu=10^{13}$ s$^{-1}$. An edge atom of the top layer has $n=4$ and $\Delta W=0.0027$ eV, so
\begin{equation}
B=4\times0.35-0.0027-0.45=0.9473\ \text{eV},\qquad
\Gamma=1.51\times10^{6}\ \text{s}^{-1}.
\end{equation}
Without misfit the rate would be $1.45\times10^6$ s$^{-1}$; strain raises it by 4.6\%. A central atom of the same layer has $n=5$, $\Delta W=0.0139$ eV and $\Gamma=5.5\times10^3$ s$^{-1}$, a strain enhancement of 26\%. In the notation of (\ref{form}), $g=0.094$ at the edge and 0.48 at the centre.

If the edge atom steps outward by one site it becomes an adatom with $n=3$ and $B=0.5998$ eV. The barriers differ by $0.9473-0.5998=0.3475$ eV, equal to the energy difference of the two states obtained from direct solutions.

The sign of $\Delta W$ can be proved. Adding an atom adds spring energies, which are non-negative. At the relaxed positions of the full crystal, $W_{\rm with}$ is the energy of the atom's own springs plus that of the rest, and the latter is at least $W_{\rm without}$. The energy in the atom's own springs is therefore a lower bound on $\Delta W$. Inserting the atom into the relaxed remainder and relaxing it alone gives an upper bound, since the other atoms are denied their response. For the edge atom these bounds are 0.0015 and 0.0049 eV. Each needs only one of the two relaxed crystals, but the bracket is too wide to replace the difference of both energies. In this rate model, misfit of either sign can therefore never slow a hop. This follows from taking the detached atom as the transition state. On real surfaces strain also shifts the saddle point, and tensile strain can raise a diffusion barrier.

What would the stopped Gauss--Seidel energy have done? Combined with a converged $W_{\rm without}$, it makes the edge rate 2.8\% too high, more than half of the strain effect itself. If both runs start from $u=0$ and stop by the same rule, their errors nearly cancel and the rate is wrong by $1.8\times10^{-4}$. That still exceeds $\tau$, and nothing in the stopping rule guarantees the cancellation.

\section{What the certificate does not cover}

The tolerance refers to the minimum of the linearized energy in the chosen cell. A displacement $\Delta\mathbf u_\perp$ across a bond changes its true length by a further $|\Delta\mathbf u_\perp|^2/(2d)$, of order $\varepsilon^2d$, against the retained term of order $\varepsilon d$. The relative energy error should thus be proportional to $\varepsilon$. With true lengths the total $W$ shifts by $-0.935\%$ at $\varepsilon=0.04$ and by $-0.093\%$ at $\varepsilon=0.004$, as expected.

True lengths also remove the symmetry in the sign of $\varepsilon$. The edge atom then has $\Delta W=0.00254$ eV in the compressed film and 0.00290 eV in the stretched one, against 0.00272 eV in the linearized model. In the rate this is a change of about 0.3\%. Doubling the width and depth of the cell around the same island lowers the linearized $\Delta W$ to 0.00261 eV, a change of about 0.2\% in the rate. Both exceed $\tau=10^{-4}$: the gate makes the solver error negligible, and the model and the cell then limit the accuracy.

The scheme also assumes a fixed list of bonds. Dislocations, broken bonds and strain in the true saddle point lie outside it. The numerical output below gives the complete relaxation history.

\section*{Computed results}
\begin{verbatim}
spacing 3.0 A; k_N 2.0, k_D 1.0 eV/A^2; misfit 0.04
gamma 0.35 eV; E0 0.45 eV; nu 1e+13 1/s
T 700 K; kT 0.060321 eV
rate tolerance 1e-04; energy tolerance 6.032e-06 eV
force tolerance 1e-04 eV/A
cell width 64 sites; free substrate layers 31; wetting layers 1
island widths [24, 20, 16, 12] sites; free atoms 2120
flat film, 3 layers: multigrid 0.05400000 eV/column
flat film, 3 layers: formula   0.05400000 eV/column
flat slab, 18 layers: lambda_min 0.007205 eV/A^2
width 32: V-cycle factor 0.162; symmetric GS gap 5.56e-03
width 64: V-cycle factor 0.174; symmetric GS gap 1.45e-03
width 128: V-cycle factor 0.179; symmetric GS gap 3.70e-04
island film: lambda_min 0.002176 eV/A^2; V-cycle rho 0.174
cycle, W (eV), max atom force, total force (eV/A), bound, excess (eV)
 0 5.70240000 5.37e-01 9.33e-15 2.97e+03 4.02e+00
 1 1.69089178 2.43e-02 6.41e-03 5.19e+00 1.30e-02
 2 1.67810520 1.91e-03 3.35e-04 2.10e-02 1.70e-04
 3 1.67793851 2.72e-04 1.98e-05 2.81e-04 3.80e-06
 4 1.67793480 4.85e-05 1.90e-06 6.78e-06 9.59e-08
 5 1.67793471 8.43e-06 3.10e-07 1.84e-07 2.51e-09
direct solution: W 1.67793471 eV
GS stopped at change < 1e-05 eV: 606 sweeps
GS last change 1.00e-05 eV; true excess 1.669e-03 eV
GS max atom force 2.70e-04 eV/A; total 1.10e-01 eV/A
GS rate factor, one energy unconverged: 1.028
GS rate factor, both runs stopped alike: 1.000181
edge: n 4; DeltaW 0.002720 eV; barrier 0.947280 eV
edge: rate 1.51317e+06 1/s; strain factor 1.0461
centre: n 5; DeltaW 0.013889 eV; barrier 1.286111 eV
centre: rate 5.50054e+03 1/s; strain factor 1.2589
adatom: n 3; DeltaW 0.000187 eV; barrier 0.599813 eV
adatom: rate 4.80328e+08 1/s; strain factor 1.0031
edge: unstrained rate 1.44644e+06 1/s
edge: computed/direct rate - 1 = -2.44e-10
edge: DeltaW bracket 0.001507 to 0.004912 eV
edge to adatom: state energy change 0.347467 eV
true-length W, relative shift: -0.00935 at 0.04
true-length W, relative shift: -0.000932 at 0.004
edge true-length DeltaW: 0.002544 eV at +0.04
edge true-length DeltaW: 0.002896 eV at -0.04
edge DeltaW in doubled cell: 0.002610 eV
\end{verbatim}
